# Why graphene on a high-work-function metal can be n-type

Let $W_M$ be the work function of a clean metal surface, and $W_G$ that of free, neutral graphene. Each is the energy needed to take an electron from the Fermi level to the vacuum just outside the surface. In graphene the Fermi level is measured from the Dirac point, the energy $E_D$ at which the two bands touch:

$$\varepsilon = E_F-E_D .$$

Positive $\varepsilon$ means extra electrons (n-type), negative $\varepsilon$ means holes (p-type). The net number of extra electrons per area is $n$, which has the sign of $\varepsilon$. The elementary charge $e$ is positive, all energies are electron energies, and the coordinate $x$ points out of the metal. Charges are averaged over the plane of the interface. Lengths are in nm and energies in eV, so that $e^2/\epsilon_0=18.095$ eV nm.

"Physisorbed" means here that the metal leaves the conical bands of graphene intact. The metal and the graphene are in equilibrium and share one Fermi level.

## The belief and its appeal

The belief is that graphene on a metal becomes p-type whenever $W_M>W_G$. With $W_G=4.5$ eV, a metal of work function 5.0 eV should then take electrons from the graphene.

The argument behind it is sound for two conductors far apart and joined by a wire. Their vacuum levels agree before charge flows, so the conductor with the larger work function has the lower Fermi level, and electrons run to it. Physisorption seems close to this case, since no strong bond forms and the bands survive.

The argument needs one premise, however: the vacuum levels must agree while both bodies are still neutral. At 0.33 nm, a rough spacing for physisorbed graphene, the electron clouds of the two bodies overlap. The overlap rearranges charge and shifts one vacuum level against the other, even if no net charge has passed to the graphene. Weak binding does not make this shift small.

## How a charge layer shifts the vacuum level

Let the interface carry the charge density $e\,q(x)$, neutral in total, so that $\int q\,dx=0$. The electrostatic potential obeys $\phi''=-eq/\epsilon_0$. An electron has the potential energy $U=-e\phi$, hence

$$U''(x)=\frac{e^2}{\epsilon_0}\,q(x).$$

Take a point $x_1$ inside the metal, where the field vanishes, and a point $x_2$ outside the graphene. One integration gives $U'(x)=(e^2/\epsilon_0)\int_{x_1}^{x}q(x')\,dx'$. In the second integration, the charge at $x'$ contributes for all $x$ between $x'$ and $x_2$, a length $x_2-x'$. Therefore

$$\Delta U=\frac{e^2}{\epsilon_0}\int_{x_1}^{x_2}(x_2-x')\,q(x')\,dx'
=-\frac{e^2}{\epsilon_0}\int x\,q(x)\,dx ,$$

where neutrality removed the term with $x_2$. Here $q$ is the change relative to the separate bodies, so $\Delta U$ is the change of the outer vacuum level relative to that of the bare metal. Two kinds of charge contribute.

The first is present when the graphene is neutral. If electrons are pushed toward the metal, the positive end of the dipole points outward, and its moment per area $p=\int x\,q\,dx$, in units of $e$, is positive. The outer vacuum level drops by

$$\Delta_c=\frac{e^2}{\epsilon_0}\,p .$$

This is what is meant by an interaction dipole of 0.9 eV: 0.9 eV is an energy step, not a dipole moment. The moment is $p=0.9/18.095=0.0497$ $e$/nm. Graphene has a cell area of 0.05241 nm², so this is 0.0026 $e$ nm per cell. Moving less than three hundredths of an electron per cell through 0.1 nm would suffice.

The second kind is the charge that passes between the bodies. Put $n$ electrons per area on the graphene and leave a charge $+en$ on the metal, with a distance $z$ between the centroids of the two charges. Then $\int x\,q\,dx=-nz$, and the step is $+e^2nz/\epsilon_0$. Electrons on the graphene raise the outer vacuum level. The length $z$ is expected to be shorter than the spacing of the atoms: the charge on the metal lies outside its top layer of atoms, and the field between the bodies polarizes the graphene toward the metal.

Together,

$$\Delta U=-\Delta_c+\frac{e^2 n z}{\epsilon_0}. \tag{1}$$

## Why electrons can be pushed toward the metal

One source of the neutral dipole is the exclusion principle. Consider two filled, real, normalized orbitals $a(x)$ and $b(x)$, one on each body, holding electrons of the same spin. Let their overlap be $S=\int ab\,dx$. Two such electrons must occupy orthogonal states, for instance

$$\frac{a+b}{\sqrt{2(1+S)}},\qquad \frac{a-b}{\sqrt{2(1-S)}} .$$

Their total density is the sum of the squares. Over the common denominator $2(1-S^2)$, the terms $a^2+b^2$ have the factor $(1-S)+(1+S)=2$, and the term $2ab$ has the factor $(1-S)-(1+S)=-2S$:

$$\rho=\frac{a^2+b^2-2S\,ab}{1-S^2}.$$

Subtracting the density $a^2+b^2$ of the separate orbitals leaves

$$\delta\rho=\frac{S^2(a^2+b^2)-2S\,ab}{1-S^2}.$$

This integrates to zero, as it must. Density is removed where the orbitals overlap and returned to the orbitals themselves. Let $x_a$ and $x_b$ be the mean positions in the two orbitals, and let $x_{ab}=S^{-1}\int x\,ab\,dx$ be the centroid of the overlap. The summed position of the two electrons changes by

$$\int x\,\delta\rho\,dx=\frac{2S^2}{1-S^2}\left[\frac{x_a+x_b}{2}-x_{ab}\right]. \tag{2}$$

The sign depends on where the overlap lies. A metal surface has a broad electron tail, whereas a carbon orbital is compact. The overlap then lies nearer the graphene, the bracket is negative, and electrons shift toward the metal.

As an illustration, take two Gaussian orbitals 0.33 nm apart whose densities have standard deviations of 0.10 nm (metal, at $x=0$) and 0.06 nm (carbon). They give $S=0.127$ and $x_{ab}=0.243$ nm, beyond the midpoint at 0.165 nm. Equation (2) yields $-0.0025$ nm per spin, in agreement with explicit orthonormalization on a grid. Exchanging the two widths reverses the sign. Widening the gap to 0.43 nm reduces the shift to $-0.0002$ nm.

The widths here were chosen, so the illustration explains a sign and a short range but does not predict 0.9 eV. The shapes matter as well: the carbon $\pi$ orbital has a node in the plane of the sheet, which moves the overlap toward the metal and makes the two-orbital shift several times smaller than for the nodeless Gaussian used here. In a real interface other rearrangements of charge also enter $\Delta_c$. From here on, $\Delta_c=0.9$ eV is an input.

## The balance of the Fermi levels

The work function $W$ of the covered metal can be written in two ways. Seen from the graphene, the outer vacuum level lies $W_G$ above the Dirac point; physisorption is assumed to preserve this distance. Strictly, the field across a charged sheet of finite thickness changes it in proportion to $n$, by a few hundredths of an eV in the example below. Like an error in $z$, this alters the size of the doping but not its sign. The Fermi level lies $\varepsilon$ above the Dirac point, so

$$W=W_G-\varepsilon .$$

Seen from the metal, the work function is that of the bare surface plus the step (1):

$$W=W_M-\Delta_c+\frac{e^2nz}{\epsilon_0}.$$

Equating the two and collecting the unknowns on the left gives

$$\varepsilon+\frac{e^2 z}{\epsilon_0}\,n(\varepsilon)=\Phi,\qquad
\Phi=W_G+\Delta_c-W_M . \tag{3}$$

The density follows from the cone $|E-E_D|=\hbar v k$. At zero temperature, states are filled (or emptied) up to $k_F=|\varepsilon|/\hbar v$. With two spins and two valleys,

$$|n|=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad
n=\operatorname{sgn}(\varepsilon)\,\frac{\varepsilon^2}{\pi\hbar^2v^2}.$$

Equation (3) becomes

$$\varepsilon+\operatorname{sgn}(\varepsilon)\,\beta\varepsilon^2=\Phi,\qquad
\beta=\frac{e^2z}{\pi\epsilon_0\hbar^2v^2}. \tag{4}$$

The sign of the doping can be read off before solving. The left side vanishes at $\varepsilon=0$ and has the slope $1+2\beta|\varepsilon|>0$. It therefore has the sign of $\varepsilon$, and so

$$\operatorname{sgn}(\varepsilon)=\operatorname{sgn}(W_G+\Delta_c-W_M).$$

The crossover lies at

$$W_M=W_G+\Delta_c=4.5+0.9=5.4\ \text{eV}.$$

Neither $z$ nor $v$ appears in it. At the crossover no net charge has passed, so the strength of the response to transferred charge cannot matter.

This also locates the error in the belief. The quantity to compare with $W_G$ is not $W_M$ but $W_M-\Delta_c$, the work function of the metal seen through neutral graphene. For $W_M=5.0$ eV it is 4.1 eV, less than 4.5 eV, and electrons flow to the graphene. The belief gives the wrong sign throughout the window from 4.5 to 5.4 eV.

## The size of the doping

For $\Phi>0$ the root is positive and $\beta\varepsilon^2+\varepsilon=\Phi$. Multiplying by $4\beta$ and adding 1 completes the square:

$$(1+2\beta\varepsilon)^2=1+4\beta\Phi .$$

The positive square root applies, since $1+2\beta\varepsilon>0$. For $\Phi<0$, putting $\varepsilon=-|\varepsilon|$ in (4) gives the same equation for $|\varepsilon|$ and $|\Phi|$. Both cases are contained in

$$\varepsilon=\operatorname{sgn}(\Phi)\,\frac{\sqrt{1+4\beta|\Phi|}-1}{2\beta}. \tag{5}$$

Two limits show what the terms do. If $4\beta|\Phi|\ll1$, the root is $1+2\beta|\Phi|$ to first order and $\varepsilon\approx\Phi$: near the crossover graphene has few states to fill, so little charge passes and the Fermi level takes up almost the whole mismatch. If $4\beta|\Phi|\gg1$, then $|\varepsilon|\approx\sqrt{|\Phi|/\beta}$, and most of the mismatch appears as the step made by the transferred charge. At fixed $\Phi$, that charge reduces the doping but cannot reverse it.

Now take a metal with $W_M=5.0$ eV, an effective separation $z=0.10$ nm and $v=10^6$ m/s, for which $\hbar v=0.6582$ eV nm. Then

$$\beta=\frac{18.095\times0.10}{\pi\,(0.6582)^2}=1.330\ \text{eV}^{-1},\qquad
\Phi=4.5+0.9-5.0=+0.40\ \text{eV},$$

$$\varepsilon=\frac{\sqrt{1+4(1.330)(0.40)}-1}{2(1.330)}=+0.289\ \text{eV}.$$

The graphene is n-type, with

$$n=\frac{(0.289)^2}{\pi(0.6582)^2}=0.0614\ \text{nm}^{-2}=6.1\times10^{12}\ \text{cm}^{-2}.$$

The transferred charge raises the vacuum level by $18.095\times0.0614\times0.10=0.111$ eV, and $0.289+0.111=0.400$ eV, as (3) requires. The covered work function is $4.5-0.289=4.211$ eV from the graphene side and $5.0-0.9+0.111=4.211$ eV from the metal side.

Without the dipole, at the same $z$, the mismatch would be $\Phi=4.5-5.0=-0.50$ eV. Equation (5) then gives $\varepsilon=-0.343$ eV and $8.7\times10^{12}$ holes per cm². The neglected step changes the sign of a large doping, not the last digit of a small one.

With all else held fixed, other metals give:

| $W_M$ (eV) | $\varepsilon$, $\Delta_c=0$ (eV) | $\varepsilon$, $\Delta_c=0.9$ eV (eV) |
|---:|---:|---:|
| 4.2 | +0.230 | +0.646 |
| 4.8 | −0.230 | +0.394 |
| 5.0 | −0.343 | +0.289 |
| 5.2 | −0.441 | +0.164 |
| 5.4 | −0.529 | 0.000 |
| 5.7 | −0.646 | −0.230 |

The signs differ at 4.8, 5.0 and 5.2 eV. At 5.7 eV both columns are p-type, but the dipole weakens the doping considerably.

An independent solution replaced the cone by a state count on the honeycomb lattice, and the charge sheets by smeared clouds whose Poisson equation was integrated numerically. It agrees with (5) within 0.01 eV for every entry of the table. Its crossovers are 4.500 eV without the dipole and 5.400 eV with it, and the latter stays at 5.400 eV when $z$ is doubled to 0.20 nm. The dipole strength was prescribed, so this tests the balance and its signs, not the value of $\Delta_c$.

## What moves the crossover and what does not

Temperature changes the count of carriers. With the density of states $D(E)=2E/(\pi\hbar^2v^2)$ at energy $E$ above or below the Dirac point, the net density is

$$n_T(\varepsilon)=\int_0^\infty D(E)\left[\frac{1}{e^{(E-\varepsilon)/k_BT}+1}-\frac{1}{e^{(E+\varepsilon)/k_BT}+1}\right]dE .$$

Reversing $\varepsilon$ exchanges the two terms, so $n_T$ is odd; it also increases with $\varepsilon$. Equation (3) still has its root at $\varepsilon=0$ when $\Phi=0$, and the crossover stays put. At 300 K the example changes from $+0.289$ to $+0.287$ eV. The graphene at the crossover is neutral but not empty: it holds $8\times10^{10}$ electrons per cm² and as many holes.

Tunnelling to the metal broadens the graphene levels. If the broadened density of states remains symmetric about the Dirac point, the net density is again odd and increasing, and the crossover is again unchanged. A Lorentzian half-width of 0.02 eV, an assumed rough value, lowers $\varepsilon$ to about $+0.27$ eV, since the added states around the Dirac point take up charge. The long Lorentzian tails make this number depend weakly on where the cone is cut off; here the cutoff lets each band hold two states per cell, counting spin. The same tails reach states far from the Dirac point, where the real $\pi$ bands are not symmetric. That asymmetry can change the number by a few hundredths of an eV, and it separates the point $\varepsilon=0$ from the point $n=0$, so that in a real contact the broadened crossover is not exactly 5.4 eV. The corresponding lifetime $\hbar/(2\times0.02\ \text{eV})$ is 16 fs, so on this assumption the two bodies equilibrate quickly.

The transferred charge could also alter the neutral dipole. Suppose that $\Delta_c$ becomes $\Delta_c-(e^2/\epsilon_0)\,\alpha n$ with a constant length $\alpha$. Inserted in (3), this replaces $z$ by $z+\alpha$. As long as $z+\alpha$ is positive, the doping changes in size but not in sign. Uncertainty in $z$ acts in the same way: doubling $z$ to 0.20 nm lowers the example to $+0.243$ eV. The mean field of the transferred charge, $en/\epsilon_0$, is about 11 MV/cm, so some such response is plausible.

The value of $\Delta_c$ itself does move the crossover, one for one. For the example, 0.8 eV instead of 0.9 eV gives $+0.230$ eV, and 1.0 eV gives $+0.343$ eV.

The spacing matters most, because it controls $\Delta_c$. For small $S$, equation (2) is proportional to $S^2$. Outside the metal, an electron at the Fermi level with no momentum along the surface has an amplitude that falls roughly as $e^{-\kappa x}$, with $\kappa=\sqrt{2m_eW_M}/\hbar=11.5$ nm$^{-1}$ for $W_M=5.0$ eV. If a compact carbon orbital samples this tail, $S^2$ falls as its square. Ignoring the change of the bracket in (2), and assuming that the whole dipole follows this law, an extra spacing $s$ gives

$$\Delta_c(s)\approx\Delta_c(0)\,e^{-2\kappa s}.$$

The example becomes p-type when $\Delta_c(s)$ falls below $W_M-W_G=0.5$ eV, that is, beyond

$$s=\frac{\ln(0.9/0.5)}{2\kappa}\approx0.026\ \text{nm}.$$

By the same estimate the crossover has fallen to about 4.8 eV at $s=0.05$ nm, and at large separation it returns to 4.5 eV. There the belief is correct. These numbers are rough. Momentum along the surface makes the tail fall faster, and the image attraction makes it fall more slowly. The bracket in (2) can grow with the spacing, which lengthens the distance $s$ needed to reverse the example by an amount that depends on the shapes of the orbitals. Still, the estimate shows that 5.4 eV belongs to one spacing and one strength of interaction. It is not a constant of graphene.

## Real contacts

The chosen $W_G$, $v$ and 0.33 nm spacing are roughly those of graphene lying on a close-packed metal surface to which it binds weakly. The step of 0.9 eV is of a plausible size for that case. The separation $z$ is an effective parameter and less certain, but it does not affect the sign.

The assumption most at risk in a device is a uniform, clean spacing. Roughness, residues or trapped molecules can hold parts of the graphene farther from the metal, and by the estimate above a few hundredths of a nanometre are enough to reverse the example. A contact could then contain n-type and p-type patches, which a laterally averaged model cannot describe. Nor does the model describe the graphene beyond the edge of the metal, where the doping varies along the sheet.

Equation (1) also assumes that metal and graphene are neutral together, so that no field remains outside the graphene. A gate or a charged substrate behind the sheet breaks this assumption. If it carries $n_g$ positive elementary charges per area, the same balance moves the crossover by $e^2n_gz/\epsilon_0$. For $n_g=7\times10^{12}$ cm$^{-2}$ and $z=0.10$ nm this is about 0.13 eV, upward for positive charge and downward for negative charge. Metals that bind graphene strongly lie outside the model altogether: they disrupt the cone, and $\varepsilon$ loses its meaning as a distance from a Dirac point.

For a clean, uniform, physisorbed contact with no gate field or other outside charge, the condition for p-type graphene under the metal is $W_M>W_G+\Delta_c$, with $\Delta_c$ taken for that metal at its actual spacing. A work function above that of graphene is necessary when $\Delta_c>0$, but it is not sufficient. The values used here are listed in the numerical output below.

## Computed results

```
W_G = 4.5 eV, Delta_c = 0.9 eV, W_M = 5.0 eV
effective separation z = 0.10 nm
atomic spacing = 0.33 nm, v = 1.0e+06 m/s
e^2/eps0 = 18.095 eV nm, hbar v = 0.6582 eV nm
beta = 1.3295 1/eV
dipole moment per area = 0.0497 e/nm
cell area = 0.05241 nm^2
dipole moment per cell = 0.00261 e nm
numerical crossover without dipole = 4.500 eV
numerical crossover with dipole = 5.400 eV
same with z = 0.20 nm = 5.400 eV
Example:
Phi with dipole = +0.40 eV
Phi without dipole = -0.50 eV
eps with dipole = +0.2890 eV
eps without dipole = -0.3433 eV
electron density with dipole = 6.135e+12 cm^-2
hole density without dipole = 8.659e+12 cm^-2
charge-transfer step = +0.1110 eV
transfer field = 11.10 MV/cm
covered work function = 4.2110 eV
Table: W_M (eV), eps without dipole (eV), eps with dipole (eV)
  4.2  +0.230  +0.646
  4.8  -0.230  +0.394
  5.0  -0.343  +0.289
  5.2  -0.441  +0.164
  5.4  -0.529  +0.000
  5.7  -0.646  -0.230
Orthogonality illustration, one spin:
density widths: metal 0.10 nm, carbon 0.06 nm
overlap S = 0.1269, overlap centroid = 0.2426 nm
electron shift at 0.33 nm = -0.002541 nm
electron shift at 0.43 nm = -0.000199 nm
shift with widths exchanged = +0.002541 nm
Neglected effects in the example:
eps at 300 K = +0.2873 eV
electrons at crossover, 300 K = 8.08e+10 cm^-2
eps with lattice bands = +0.2889 eV
broadening half-width = 0.02 eV, life = 16.5 fs
eps with broadening = +0.2720 eV
eps for z = 0.20 nm = +0.2430 eV
eps for Delta_c = 0.8 eV = +0.2298 eV
eps for Delta_c = 1.0 eV = +0.3433 eV
tail decay constant kappa = 11.46 1/nm
extra spacing that turns example p-type = 0.0257 nm
crossover at 0.05 nm extra spacing = 4.79 eV
```
